\section*{Why universal conductance fluctuations survive a field that destroys weak localization}

\section*{Question}

I am modelling low-temperature transport in a narrow, disordered metal line. A perpendicular magnetic field scrambles the relative phase of time-reversed paths, and the weak-localization correction to the mean conductance disappears. Universal conductance fluctuations are also an interference effect. Should the same field not remove them too? If something survives, how much is it, and where does Zeeman splitting enter?

\section*{Answer}

The fluctuations survive, with half their zero-field variance. Weak localization needs a path to interfere with its time reverse. The fluctuations also contain a pairing of paths traversed in the same sense, and a field cannot dephase that one.

\subsection*{Two pairings}

A path $\gamma$ acquires the magnetic phase $\varphi_\gamma=-(e/\hbar)\int_\gamma\mathbf A\cdot d\mathbf l$. In a disorder average, an amplitude must be paired with the conjugate of an amplitude that has the same scattering phase. There are two candidates:
\begin{align}
\text{same sense (diffuson):}\quad & e^{i\varphi_\gamma}e^{-i\varphi_\gamma}=1,\\
\text{opposite sense (cooperon):}\quad & e^{i\varphi_\gamma}e^{-i\varphi_{\bar\gamma}}=e^{2i\varphi_\gamma},
\end{align}
because reversal changes the sign of $\varphi$. Once the paths enclose widely different fluxes, the second factor averages to zero.

To count what each pairing contributes, take a phase-coherent wire with $N\gg1$ channels per spin, isotropic scattering between channels, absorbing contacts, and no spin-orbit or magnetic scattering. Build it from thin slices. A slice of thickness $dL$ has reflection matrix $r$, with $ds=dL/l_b$, where $l_b$ is the backscattering length. The phase of $r$ is random, so $\langle rr\rangle=0$, and
\begin{equation}
\langle r_{ab}r^*_{dc}\rangle=\sigma\left(\delta_{ad}\delta_{bc}+\chi\,\delta_{ac}\delta_{bd}\right),\qquad \sigma=\frac{ds}{N+\chi}.
\label{pair}
\end{equation}
The first term is the diffuson. The second pairs $r_{ab}$ with $r_{ba}$, its time reverse. At zero field $r$ is symmetric and $\chi=1$; when the field has fully dephased reversed paths, $\chi=0$. The normalization gives $\langle r^\dagger r\rangle=ds$ in both cases. Intermediate fields are not described by a fractional $\chi$.

\subsection*{Adding one slice}

Let $t_w$ be the transmission matrix of the existing wire, $r'$ its reflection matrix on the side of the new slice, $M=t_wt_w^\dagger$, and $T_k=\mathrm{Tr}\,M^k$, with $T=T_1$. Unitarity gives $r'r'^\dagger=1-M$. Summing the reflections between wire and slice,
\begin{equation}
t=t_1(1-r'r)^{-1}t_w,\qquad t_1^\dagger t_1=1-r^\dagger r .
\end{equation}
With $a=r'r$, the change of $T$ to second order in $r$, without terms that average to zero, is
\begin{equation}
\delta T=\mathrm{Tr}(aM+Ma^\dagger)+\mathrm{Tr}(aMa^\dagger)-\mathrm{Tr}(r^\dagger rM).
\end{equation}

\emph{Drift.} Put $A=r'^\dagger r'$, so $\mathrm{Tr}A=N-T$. Equation \eqref{pair} gives
\begin{equation}
\langle\mathrm{Tr}\,aMa^\dagger\rangle=\sigma\left[(N-T)T+\chi\,\mathrm{Tr}(A^{T}M)\right].
\end{equation}
For $\chi=1$, $r'$ is symmetric, hence $A^{T}=r'r'^\dagger=1-M$ and the last trace is $T-T_2$. Subtracting $T\,ds$ leaves
\begin{equation}
\frac{d\langle T\rangle}{ds}=-\frac{\langle T^2+\chi T_2\rangle}{N+\chi}.
\label{drift}
\end{equation}

\emph{Noise.} The first-order term is $\sum_{ab}K_{ba}r_{ab}+\text{c.c.}$ with $K=Mr'$. Its mean square is
\begin{equation}
2\sigma\sum_{ab}\left(|K_{ba}|^2+\chi K_{ba}K^*_{ab}\right)=2\sigma(1+\chi)(T_2-T_3).
\label{noise}
\end{equation}
Here $\mathrm{Tr}KK^\dagger=\mathrm{Tr}M^2(1-M)=T_2-T_3$. At zero field $K$ is symmetric, since $K^T=r'M^T=r'(1-r'^\dagger r')=(1-r'r'^\dagger)r'=K$. The two pairings therefore feed the noise equally, and the field removes one of them.

\subsection*{The spectral moments}

Let $f_k=\langle T_k\rangle/N$ at leading order in $N$, where averages of products factorize. A term $\mathrm{Tr}(BrCr^\dagger)$ then becomes $(ds/N)\,\mathrm{Tr}B\,\mathrm{Tr}C$; the $\chi$ pairing has one trace fewer and drops out. Write $\delta_1=aM+Ma^\dagger$ and $\delta_2=aMa^\dagger-r^\dagger rM$. The second-order changes of $T_2$ and $T_3$ are $2\mathrm{Tr}M\delta_2+\mathrm{Tr}\delta_1^2$ and $3\mathrm{Tr}M^2\delta_2+3\mathrm{Tr}M\delta_1^2$. Using $\mathrm{Tr}\,r'^\dagger M^kr'=T_k-T_{k+1}$,
\begin{align}
f_1'&=-f_1^2,\\
f_2'&=2[(f_1-f_2)f_1-f_2+(1-f_1)f_2]=2f_1^2-4f_1f_2,\\
f_3'&=3[(f_2-f_3)f_1-f_3+(f_1-f_2)f_2+(1-f_1)f_3]\nonumber\\
&=6f_1f_2-6f_1f_3-3f_2^2 .
\end{align}
All $f_k=1$ at $s=0$. With $y=1+s$ we have $f_1=1/y$. Then $(y^4f_2)'=2y^2$ gives
\begin{equation}
f_2=\frac{2y^3+1}{3y^4}.
\end{equation}
Next,
\begin{equation}
(y^6f_3)'=6y^5f_2-3y^6f_2^2=\tfrac83y^4+\tfrac23y-\tfrac1{3y^2},
\end{equation}
so that
\begin{equation}
f_3=\frac{8}{15y}+\frac1{3y^4}-\frac1{5y^6}+\frac1{3y^7},\qquad
f_2-f_3=\frac2{15y}+\frac1{5y^6}-\frac1{3y^7}.
\end{equation}

\subsection*{Mean and variance}

Insert $\langle T\rangle=N/y+g$ in \eqref{drift} and keep order $N^0$. Since $1/(N+\chi)\simeq1/N-\chi/N^2$,
\begin{equation}
g'=-\frac{2g}{y}+\chi\left(\frac1{y^2}-f_2\right)
\;\Rightarrow\;
(y^2g)'=\chi\left(1-\frac{2y}3-\frac1{3y^2}\right).
\end{equation}
With $g=0$ at $y=1$, integration gives $y^2g=\chi\,(y-y^2/3+1/(3y)-1)$, or
\begin{equation}
g=-\frac{\chi}{3}\left(\frac{s}{1+s}\right)^3 .
\end{equation}
This is weak localization: $-1/3$ per spin in a long wire, and zero when $\chi=0$.

For the variance $V$ of $T$, a deviation $\delta T$ changes the drift by $-2\langle T\rangle\delta T/N=-2\delta T/y$ at leading order. Twice the covariance of $T$ with its drift is thus $-4V/y$, and \eqref{noise} supplies the source:
\begin{equation}
V'=-\frac{4V}{y}+2(1+\chi)(f_2-f_3).
\end{equation}
Multiplying by $y^4$ and integrating from $y=1$, where $V=0$,
\begin{equation}
y^4V=2(1+\chi)\left[\frac{y^4}{30}-\frac1{5y}+\frac1{6y^2}\right].
\end{equation}
The bracket vanishes at $y=1$, so no constant is needed, and
\begin{equation}
V=\frac{1+\chi}{15}\left[1-\frac{1+6s}{(1+s)^6}\right].
\label{var}
\end{equation}
For $1\ll s\ll N$ the diffuson and the cooperon each give $1/15$. In the opposite limit $s\ll1$, $V\simeq(1+\chi)s^2$: the size is no longer universal, but the factor of two remains. For $s\gtrsim N$ the wire localizes and the large-$N$ expansion fails.

A lattice with a real flux shows the same behaviour. Twelve parallel chains, 40 sites long, were coupled within each column by real random hoppings; the site energies were random too. A flux of $0.03\,h/e$ per cell raised the mean $T$ by $0.093\pm0.009$ (formula: 0.108). Over 2500 samples the variance fell from 0.125 to 0.069, against 0.132 and 0.066 from \eqref{var}. The ratio, $1.81\pm0.07$, is somewhat below 2; the cause is not established: the small number of channels and incomplete dephasing of the cooperon by this flux are both possible.

The factor of two should not be taken for granted in small samples outside the assumptions made above, nor when the mean $T$ falls to about one and localization sets in.

The symmetry $T(B)=T(-B)$ holds in each sample. It ties two field values together but does not make different samples alike.

\subsection*{Spin and Zeeman splitting}

The conductance is $G=(e^2/h)(T_\uparrow+T_\downarrow)$. If $C$ is the correlation coefficient of the two spin transmissions,
\begin{equation}
\mathrm{Var}\,G=\left(\frac{e^2}{h}\right)^2 2V(1+C).
\end{equation}
Zeeman splitting shifts the energies at which the two spins sample the same disorder. At low temperature it is negligible when it is far below the escape energy $E_{\rm esc}=\pi^2\hbar D/L^2$, with $D$ the diffusivity. Then $C\simeq1$, and the field reduces $\mathrm{Var}\,G$ from $8/15$ to $4/15$ $(e^2/h)^2$. If the splitting is far larger than both $E_{\rm esc}$ and $k_BT$, $C\simeq0$ and the variance drops to $2/15$, a quarter of its zero-field value. In the lattice with flux, $C$ was 0.998 for a splitting of 0.002 and zero within sampling error for 0.6, in units of the hopping along the chains.

\subsection*{An aluminium line}

Take a disordered fcc-Al segment 100 nm long, 30 nm wide and 20 nm thick at 4 K, joined at both ends to wide contacts that act as reservoirs, with a rough diffusivity of 40 cm$^2$/s. Free electrons, three per atom, give $v_F=2.02\times10^6$ m/s, a mean free path $l=3D/v_F\approx5.9$ nm, and $N=k_F^2\times\text{area}/4\pi\approx1.46\times10^4$. Equating the Drude conductance with $(2e^2/h)Nl_b/L$ fixes $l_b=4l/3$, so $s\approx12.7$. Then
\begin{equation}
G=\frac{2e^2}{h}\,\frac{N}{1+s}\approx83\ \text{mS},\qquad R\approx12\ \Omega .
\end{equation}
The rms fluctuation at zero field is $\sqrt{8/15}\,e^2/h=28.3\ \mu$S, or about 340 ppm of $G$. With the cooperon gone it is $\sqrt{4/15}\,e^2/h=20.0\ \mu$S, or about 240 ppm.

Is 3 T enough to reach that limit? Reversed pairs diffuse with the operator $(-i\nabla+2e\mathbf A/\hbar)^2$, whose eigenvalues I call $\lambda$. Their return probability after time $t$ is $\sum e^{-D\lambda t}$. The mean correction weights all times equally, which gives $\sum1/\lambda$. For the variance I use an additional weight $t$, for the relative starting point on a shared loop, which gives $\sum1/\lambda^2$. This is an estimate, with prefactors set by the zero-field wire: $\lambda_n=(n\pi/L)^2$ gives $(2/L^2)\sum1/\lambda=1/3$ and $(6/L^4)\sum1/\lambda^2=1/15$.

On the $100\times30$ nm rectangle, counting only diffusion modes uniform across the thickness, 3 T leaves 10\% of the cooperon variance; modes that vary across the 20 nm add one to two percentage points. The variance ratio is $2/1.10\approx1.8$, and the rms value is $28.3/\sqrt{1.8}\approx21\ \mu$S. The mean regains about $0.35\,e^2/h$. With the same long-wire prefactor, the full weak-localization correction of a narrow wire is $-\tfrac23\,e^2/h$ for both spins, so about half of it is regained. (This fraction is rough. At this finite $s$ the single-mode correction is smaller, $-0.53\,e^2/h$, while transverse diffusion modes enlarge it by an amount that depends on the short-distance cutoff; the fraction ranges from about one third to two thirds. The magnetic length $\sqrt{\hbar/2eB}\approx10$ nm is also less than twice $l$, so the diffusion operator is only marginally valid at 3 T.) So 3 T has nearly halved the variance but has not yet removed weak localization. The variance responds sooner because it gives more weight to long loops, which enclose more flux.

The Zeeman splitting is 0.35 meV against $E_{\rm esc}\approx2.6$ meV. The squared ratio, 0.018, sets the order of the relative loss of spin correlation, so the second halving is absent here. This depends on the contacts being only 100 nm apart. Since $E_{\rm esc}$ falls as $1/L^2$, a coherent line 300 nm long has $E_{\rm esc}\approx0.29$ meV, below the Zeeman splitting, and for $k_BT$ well below the splitting the two spins would largely decorrelate. At 4 K, however, the thermal window (0.88 meV rms) is wider than the splitting: smearing is strong, but $C$ stays near 0.93 and the Zeeman term lowers the variance by only a few percent.

\subsection*{How this compares with real lines}

The short mean free path describes a strongly disordered film; clean aluminium has a much longer one at 4 K. Thermal smearing lowers the variances by something of order 10\%, since the squared ratio of the rms thermal energy difference (0.88 meV) to $E_{\rm esc}$ is 0.12. It multiplies the zero-field diffuson and cooperon equally, so it does not alter the factor of two between the limits. Superconducting pair fluctuations may also change the zero-field mean, so $-0.53\,e^2/h$ is not a prediction for real aluminium. The ratio to weak localization printed below is only a rough guide to their size: its formula assumes $\ln(T/T_c)\gg1$ and an escape energy well below $k_BT$, and neither holds here. A working interconnect breaks the low-temperature assumption most severely. At 300 K the thermal energy difference grows 75-fold to about 66 meV, some 25 escape energies. Averaging over that many independent intervals cuts the rms fluctuation roughly fivefold, and inelastic scattering reduces it further. The ppm values above therefore apply to cryogenic operation, not to a chip at room temperature. The remaining estimates are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Random scatterers in series, one spin
channels N, s, pool size: 12, 2, 4000
zero field mean T, sampled / formula: 3.897 / 3.901
zero field var T, sampled / formula: 0.1233 / 0.1310
in field mean T, sampled / formula: 3.993 / 4.000
in field var T, sampled / formula: 0.0635 / 0.0655
f2 in field, sampled / formula: 0.2256 / 0.2263
f3 in field, sampled / formula: 0.1810 / 0.1818
Lattice of chains with flux, one spin, hopping along chains = 1
length, chains, samples: 40, 12, 2500
energy, rms random hopping: -0.9, 0.1162
flux per cell: 0.03 h/e
s from the mean in field: 2.19
mean T at zero field: 3.663
rise of mean T in field, sampled / formula: 0.093 +- 0.009 / 0.108
var T at zero field, sampled / formula: 0.1248 / 0.1316
var T in field, sampled / formula: 0.0690 / 0.0658
variance ratio zero field / field: 1.81 +- 0.07
largest |T(B)-T(-B)|: 1.3e-14
correlation at energy splitting 0.002: 0.998
correlation at energy splitting 0.6: 0.011
Aluminium segment (rough typical parameters)
length, width, thickness: 100, 30, 20 nm
temperature: 4.0 K
field: 3.0 T
diffusivity: 40 cm2/s
lattice constant: 0.405 nm
Fermi velocity: 2.02e+06 m/s
mean free path: 5.93 nm
channels per spin: 14603
s: 12.65
conductance: 82.9 mS
resistance: 12.07 ohm
weak localization at zero field: -0.531 e2/h
rms G, zero field: 0.7303 e2/h = 28.3 uS
rms dR/R, zero field: 341 ppm
rms G, in field, cooperon gone: 0.5164 e2/h = 20.0 uS
rms dR/R, in field, cooperon gone: 241 ppm
Neglected effects in the aluminium segment
cooperon share left in variance: 0.1045
  shift from coarser grid: -0.0013
variance ratio with this share: 1.811
mean G regained in field: 0.344 e2/h
  shift from coarser grid: 0.0010 e2/h
variance excess from finite width: 0.021
escape energy pi^2 hbar D/L^2: 2.60 meV
Zeeman splitting: 0.347 meV
(Zeeman/escape)^2: 0.0179
rms thermal energy difference: 0.884 meV
(thermal/escape)^2: 0.116
dephasing/escape, L_phi = 1000 nm: 0.0010
spin-orbit/escape, L_so = 500 nm: 0.0041
orbital bending, cyclotron freq x time: 0.0015
pair fluctuations / weak loc., Tc = 1.2 K: 1.1 (order)
\end{verbatim}
